# Ballistic conductance anisotropy of a black phosphorus channel with one elliptical valley

**Setting.** A thin black phosphorus film serves as a transistor channel. Its mobile carriers occupy one valley with

$$E(\mathbf k)=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2k_h^2}{2m_h},\qquad m_l=0.15\,m_e,\quad m_h=1.2\,m_e .$$

The subscripts denote the light and heavy crystal axes, $m_e$ is the free-electron mass, and energy is measured from the valley minimum (for holes, downward from the band top). The spin degeneracy is 2. A gate fixes the sheet density at $n=10^{13}\ \mathrm{cm^{-2}}=0.1\ \mathrm{nm^{-2}}$. Unless a part says otherwise, the temperature is zero, the channel is wide, no carrier is scattered in it, and the contacts absorb every carrier that reaches them. "Conductance along the light axis" means that the current flows along that axis.

## Part (a)

**Question.** Find the Fermi energy and the semi-axes of the Fermi contour at the given density.

**Model answer.** Setting $E=E_F$ with one wavevector component zero gives the semi-axes

$$K_l=\frac{\sqrt{2m_lE_F}}{\hbar},\qquad K_h=\frac{\sqrt{2m_hE_F}}{\hbar}.$$

The contour is an ellipse of area $\pi K_lK_h$. Each spin has $1/(2\pi)^2$ states per unit area of the film and of the wavevector plane, so

$$n=2\,\frac{\pi K_lK_h}{(2\pi)^2}=\frac{K_lK_h}{2\pi}=\frac{\sqrt{m_lm_h}}{\pi\hbar^2}\,E_F ,\qquad E_F=\frac{\pi\hbar^2n}{\sqrt{m_lm_h}} .$$

Inserting $E_F$ into $K_h^2=2m_hE_F/\hbar^2$ gives $K_h^2=2\pi n\,m_h/\sqrt{m_lm_h}=2\pi n\sqrt{m_h/m_l}$, and likewise for $K_l$. Hence

$$K_h=\sqrt{2\pi n}\left(\frac{m_h}{m_l}\right)^{1/4},\qquad K_l=\sqrt{2\pi n}\left(\frac{m_l}{m_h}\right)^{1/4}.$$

The density fixes the product of the semi-axes and the masses fix their quotient. The contour is long along the heavy axis, because a heavy carrier needs a larger wavevector to reach a given energy.

With $\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}$ and $\sqrt{0.15\times1.2}=0.424$, the Fermi energy is $\pi\times0.0762\times0.1/0.424$ eV, or 56.4 meV. Since $\sqrt{2\pi n}=0.793\ \mathrm{nm^{-1}}$ and $8^{1/4}=1.682$, the semi-axes are $K_h=1.333\ \mathrm{nm^{-1}}$ and $K_l=0.471\ \mathrm{nm^{-1}}$.

## Part (b)

**Question.** Starting from the current carried by the occupied states, derive the small-bias conductance per width along a principal axis $a$. Call the transverse principal axis $b$.

**Model answer.** States with $v_a>0$ are filled by the source contact, up to $E_F+eV/2$, and states with $v_a<0$ by the drain contact, up to $E_F-eV/2$. Here $e>0$ is the magnitude of the carrier charge and $V$ that of the bias. The density of states found in part (a) is independent of energy, so the source-filled half gains as many carriers as the drain-filled half loses. This symmetric splitting therefore keeps $n$ fixed.

Because $E(-\mathbf k)=E(\mathbf k)$, the two currents cancel except in the energy window of width $eV$. For $eV\ll E_F$ that window acts as $eV\,\delta(E-E_F)$. The current per width is the charge $e$ times the carrier flux, and division by $V$ gives

$$\frac{G_a}{W}=2e^2\int_{v_a>0}\frac{d^2k}{(2\pi)^2}\,v_a\,\delta(E-E_F).$$

One factor $e$ comes from the charge, the other from the energy window, and the 2 from spin.

Integrate first over $k_a$ at fixed $k_b$. Since $v_a=\hbar^{-1}\partial E/\partial k_a$, we have $v_a\,dk_a=dE/\hbar$. The velocity cancels, and

$$\int_{v_a>0}dk_a\,v_a\,\delta(E-E_F)=\begin{cases}1/\hbar,&|k_b|<K_b,\\[2pt]0,&|k_b|>K_b.\end{cases}$$

For $|k_b|>K_b$ the transverse energy alone exceeds $E_F$. The remaining integral over $k_b$ has length $2K_b$:

$$\frac{G_a}{W}=\frac{2e^2}{4\pi^2\hbar}\,2K_b=\frac{e^2K_b}{\pi^2\hbar}=\frac{2e^2}{h}\,\frac{K_b}{\pi},$$

where the last step uses $1/\hbar=2\pi/h$. This is the conductance $2e^2/h$ of one spin-degenerate mode times the number of modes per width, $K_b/\pi$. The transport mass has dropped out at fixed $E_F$, and the transverse mass determines how many modes are open. Inserting part (a),

$$\frac{G_a}{W}=\frac{2e^2}{h}\,\frac{\sqrt{2\pi n}}{\pi}\left(\frac{m_b}{m_a}\right)^{1/4}.$$

The channel length does not appear, because no carrier is turned back inside the channel.

## Part (c)

**Question.** Evaluate the two conductances and their ratio. How does the ratio depend on density? Reconcile the counting of modes with the intuition that light carriers conduct better because they are faster.

**Model answer.** For current along the light axis the transverse semi-axis is $K_h$, and for current along the heavy axis it is $K_l$. Therefore

$$\frac{G_l}{G_h}=\frac{K_h}{K_l}=\sqrt{\frac{m_h}{m_l}}=\sqrt8\approx2.83 .$$

Both currents flow in the same sheet at the same $E_F$, so $n$ cancels. The separate conductances grow as $\sqrt n$.

The mode densities are $K_h/\pi=424$ and $K_l/\pi=150$ per micrometre. With $2e^2/h=77.48\ \mu\mathrm S$,

$$\frac{G_l}{W}=424.3\times77.48\ \mu\mathrm{S/\mu m}=32.9\ \mathrm{mS/\mu m},\qquad
\frac{G_h}{W}=150.0\times77.48\ \mu\mathrm{S/\mu m}=11.6\ \mathrm{mS/\mu m}.$$

The corresponding resistances times width are 30.4 and 86.0 $\Omega\,\mu$m. As a test of the algebra, the current of the occupied right-moving states was integrated numerically and differentiated with respect to the Fermi energy. The ratio obtained is 2.82843, in agreement with $\sqrt8$.

For the velocity picture, put $k_a=\sqrt{m_a}\,q_a$ and $k_b=\sqrt{m_b}\,q_b$. The energy becomes $\hbar^2q^2/2$, the contour becomes a circle, and $v_a=\hbar q_a/\sqrt{m_a}$. On the circle the states at $E_F$ are spread uniformly in angle. The mean of the cosine over the forward half is $2/\pi$, so the mean forward velocity is

$$\langle v_a\rangle=\frac2\pi\sqrt{\frac{2E_F}{m_a}} .$$

Half of the density of states $D=\sqrt{m_lm_h}/(\pi\hbar^2)$ moves forward, which gives

$$\frac{G_a}{W}=e^2\,\frac D2\,\langle v_a\rangle=\frac{e^2\sqrt{m_am_b}}{\pi^2\hbar^2}\sqrt{\frac{2E_F}{m_a}}=\frac{e^2}{\pi^2\hbar}\,\frac{\sqrt{2m_bE_F}}{\hbar}=\frac{e^2K_b}{\pi^2\hbar},$$

as in part (b). The density of states is common to both directions and the mean velocity scales as $m_a^{-1/2}$. "More modes" and "faster carriers" are two readings of the same integral, and their effects must not be multiplied together.

## Part (d)

**Question.** The channel is now cut so that the current flows at an angle $\varphi$ from the light axis. Find the conductance at the same density, and decide which of the two principal orientations is more sensitive to a small cutting error. Assume that the width greatly exceeds the length, so that the side edges do not matter.

**Model answer.** The cancellation in part (b) needs only one forward-moving crossing of $E_F$ for each transverse wavevector. This still holds, because along any line in the wavevector plane the energy is a parabola. The number of modes is thus set by the largest transverse wavevector on the ellipse. The transverse unit vector is $(-\sin\varphi,\cos\varphi)$ in the light and heavy components. Parametrize the contour as $(K_l\cos t,K_h\sin t)$. The transverse component is

$$-K_l\sin\varphi\cos t+K_h\cos\varphi\sin t ,$$

and its maximum over $t$ is the root of the sum of the squared coefficients:

$$\frac{G(\varphi)}{W}=\frac{2e^2}{h}\,\frac1\pi\sqrt{K_h^2\cos^2\varphi+K_l^2\sin^2\varphi}.$$

The limits $\varphi=0$ and $\varphi=\pi/2$ return part (c). Since $K_h^2/K_l^2=8$, expansion for a small error $\epsilon$ (in radians) from each axis gives

$$G\approx G_l\left(1-\tfrac7{16}\epsilon^2\right),\qquad G\approx G_h\left(1+\tfrac72\epsilon^2\right).$$

The heavy-axis device is more sensitive. An error of $10^\circ$ raises its conductance by about 10 %, while the same error lowers that of the light-axis device by about 1 %.

## Part (e)

**Question.** Find the conductivity ratio in the opposite limit of a long channel, where scattering is described by one constant relaxation time $\tau$ for all carriers. Why does it differ from the ballistic ratio?

**Model answer.** A field $F$ along $a$ exerts the force $eF$ (for the opposite sign of charge, both force and current change sign and the conductivity does not). In the steady state, drift in wavevector balances relaxation. To first order in $F$,

$$\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_a}=-\frac{\delta f}{\tau},\qquad \delta f=eF\tau\,v_a\,\delta(E-E_F),$$

because $f_0$ is a step that falls from one to zero at $E_F$. The current density $2e\int v_a\,\delta f\,d^2k/(2\pi)^2$, divided by $F$, is

$$\sigma_a=2e^2\tau\int\frac{d^2k}{(2\pi)^2}\,v_a^2\,\delta(E-E_F).$$

Now write $v_a\delta(E-E_F)=-\hbar^{-1}\,\partial f_0/\partial k_a$ and integrate by parts. The boundary term vanishes because $f_0=0$ far outside the contour, and $\partial v_a/\partial k_a=\hbar/m_a$. Thus

$$\sigma_a=\frac{2e^2\tau}{\hbar}\int\frac{d^2k}{(2\pi)^2}\,f_0\,\frac{\partial v_a}{\partial k_a}=\frac{ne^2\tau}{m_a},\qquad \frac{\sigma_l}{\sigma_h}=\frac{m_h}{m_l}=8 .$$

The ballistic integral contains one power of $v_a$ and the diffusive integral two. In the rescaled variables each power carries a factor $m_a^{-1/2}$. Physically, velocity enters the diffusive current a second time because a faster carrier gains more energy from the field between collisions. The value 8 rests on the common $\tau$; a relaxation time that depends on direction can change it.

## Part (f)

**Question.** The device operates at 300 K with $n$ unchanged and still without scattering. What happens to the conductances and to their ratio?

**Model answer.** The delta function is replaced by $-\partial f/\partial E$, where $f$ is the Fermi function with chemical potential $\mu$. In the variables of part (c), $d^2k=\sqrt{m_lm_h}\,d^2q$, and both energy and occupation depend on $q$ alone. The transport direction enters through the single factor $m_a^{-1/2}$ in $v_a$. The ratio therefore remains $\sqrt{m_h/m_l}$ at any temperature, within the parabolic single-valley model. A numerical integration over the wavevector plane at 300 K tests this and gives 2.82843.

The absolute values do change. With the constant density of states $D=n/E_F$,

$$n=D\int_0^\infty f\,dE=\frac n{E_F}\,k_BT\ln\!\left(1+e^{\mu/k_BT}\right),\qquad \mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).$$

For $k_BT=25.85$ meV this gives $\mu=53.3$ meV. The conductances become 29.4 and 10.4 mS/µm, each about 11 % below its zero-temperature value.

The direction of the change follows from an inequality. At energy $E$ the number of modes is proportional to $\sqrt E$, so $G\propto\int_0^\infty\sqrt E\,w\,dE$ with $w=-\partial f/\partial E$. Integration by parts gives $\int_0^\infty E\,w\,dE=\int_0^\infty f\,dE=E_F$ at fixed density, while $\int_0^\infty w\,dE=f(0)<1$. The Cauchy–Schwarz inequality then yields

$$\int_0^\infty\sqrt E\,w\,dE\le\sqrt{\int_0^\infty w\,dE\int_0^\infty E\,w\,dE}<\sqrt{E_F}.$$

Heating at fixed density thus lowers the ballistic conductance below its zero-temperature value even without phonon scattering.

## Part (g)

**Question.** Return to zero temperature and estimate separately how the ratio changes (i) in a ribbon 50 nm wide with hard walls, and (ii) if the light-axis dispersion is that of a two-band model with gap $E_g=1$ eV,

$$E=\frac{\hbar^2k_h^2}{2m_h}-\frac{E_g}2+\sqrt{\frac{E_g^2}4+E_g\frac{\hbar^2k_l^2}{2m_l}} .$$

Keep the sheet density fixed in both cases.

**Model answer.** (i) Hard walls allow transverse wavevectors $j\pi/W$ with $j=1,2,\dots$. The wide-channel estimates $K_bW/\pi$ are 21.2 and 7.5, but the number of open modes is an integer. Filling the ribbon subbands to the prescribed density gives 21 and 7 modes, so the ratio is 3.00, about 6 % above $\sqrt8$. At a width of 2000 nm the same procedure gives 849 and 300 modes and a ratio of 2.83. In a narrow ribbon the ratio moves in steps with width and density, and the shift has no fixed sign: at 51 nm the ratio is 2.75, and between 44 and 56 nm it ranges from 2.71 to 3.00.

(ii) On the light axis, $k_h=0$. Moving $E_g/2$ to the left and squaring gives $E^2+EE_g=E_g\hbar^2k_l^2/(2m_l)$, or

$$\frac{\hbar^2k_l^2}{2m_l}=E\left(1+\frac E{E_g}\right).$$

The heavy semi-axis keeps its parabolic form. For each transverse wavevector there is still one forward-moving state at $E_F$, so the ratio remains the quotient of the semi-axes:

$$\frac{G_l}{G_h}=\sqrt{\frac{m_h}{m_l}}\,\frac1{\sqrt{1+E_F/E_g}} .$$

Refilling the contour to the same density gives $E_F=55.3$ meV, and the ratio is $2.828/\sqrt{1.0553}=2.75$, a reduction of about 3 %. The ratio now depends on density through $E_F$. The size of the reduction depends on the gap, which falls as the film thickens: $E_g=0.7$ eV gives 2.72 and $E_g=0.3$ eV gives 2.61.

## Part (h)

**Question.** A channel of length $L=10$ nm has mobility $\mu_l=300\ \mathrm{cm^2/Vs}$ along the light axis, with the same relaxation time for both axes. The contacts add a total of 200 $\Omega\,\mu$m in either orientation. Estimate the measured conductance ratio, using the zero-temperature ballistic resistances. Then judge the estimate against real black phosphorus devices.

**Model answer.** A simple estimate for partly ballistic transport adds the ballistic resistance to the diffusive resistance $L/(ne\mu_a)$. It has the correct limits for short and long channels and is an interpolation between them. The common relaxation time, 25.6 fs, gives $\mu_h=300/8=37.5\ \mathrm{cm^2/Vs}$. The diffusive terms are 20.8 and 166.4 $\Omega\,\mu$m, and

$$\frac{G_l}{G_h}=\frac{86.0+166.4}{30.4+20.8}=4.9\quad\text{(scattering alone)},$$

$$\frac{G_l}{G_h}=\frac{86.0+200}{30.4+200}=1.24\quad\text{(contacts alone)},$$

$$\frac{G_l}{G_h}=\frac{86.0+166.4+200}{30.4+20.8+200}=1.8\quad\text{(both)}.$$

Under these assumptions scattering pulls the ratio toward 8, while equal series resistances pull it toward 1. The two resistances of the channel itself are equal at $L=10\times30.4/20.8\approx15$ nm for the light axis and at $10\times86.0/166.4\approx5$ nm for the heavy axis. Ballistic conduction requires lengths well below these, so the 10 nm channel is not ballistic in either orientation.

The masses, density and mobility are rough values in the regime of thin black phosphorus, whose light axis is the armchair direction. Two inputs deserve caution. Reported mobility ratios are nearer 2 than 8, which suggests that a common relaxation time with these masses is a poor description, although contact resistance in the measurements and different masses in thicker films can also lower the reported ratio. With a mobility ratio of 2 the heavy diffusive term falls to 41.6 $\Omega\,\mu$m, and scattering alone gives a ratio of about 2.5, below the ballistic value. The contact resistance of 200 $\Omega\,\mu$m is optimistic for this material. With 1000 $\Omega\,\mu$m and the original mobilities the measured ratio would be about 1.2. To observe the ballistic anisotropy one must therefore shorten the channel and subtract the added contact resistance, but keep the ballistic resistance. Extrapolating the measured resistance to zero length does not separate the two: the intercept contains both, and subtracting all of it leaves the diffusive anisotropy.

Two further effects are small here. In a film 2 nm thick with an out-of-plane mass of $0.3\,m_e$, a hard-wall well places the second subband 0.94 eV above the first. This continuum estimate is too large for a film of only about four layers. A chain of four coupled layers with spacing $d=0.53$ nm and the same out-of-plane mass $m_z$ gives $\hbar^2/(2m_zd^2)\approx0.45$ eV. Both values lie far above $E_F$, so a single subband suffices. They ignore the gate field, which is strong at this density ($ne/\varepsilon_0=1.8$ V/nm). In the four-layer chain with an out-of-plane permittivity between 4 and 8, the self-consistent potential drops by 0.16 to 0.27 eV across the film, but the spacing changes by less than 0.02 eV. Tunnelling through the channel concerns the off state, since the conducting channel has no barrier. Schottky barriers at real contacts are a separate matter: carriers tunnel through them in the on state too, so the added contact resistance can depend on orientation, contrary to the equal values assumed above. For the channel in the off state, taken as a rectangular barrier of 0.3 eV and 10 nm, the factor $\exp(-2L\sqrt{2m_aU}/\hbar)$, with $U$ the barrier height, is $4\times10^{-10}$ along the light axis and $2\times10^{-27}$ along the heavy axis. These values hold for carriers at the foot of the barrier and omit thermally assisted tunnelling nearer its top. They also assume parabolic masses inside the barrier; the two-band dispersion of part (g) would raise the light-axis value to about $10^{-8}$. All these values lie far below the thermal factor $e^{-U/k_BT}=9\times10^{-6}$ at 300 K. Summing the same exponential factor over all energies below the top with Boltzmann occupation gives a light-axis tunnelling current of about 6 % of the thermionic current at 10 nm; the two become equal near 6 to 7 nm. The light orientation, which conducts better, is also the one in which tunnelling leakage would appear first as the barrier is shortened. The numerical output following this text lists the main values; the results for a mobility ratio of 2 and for contacts of 1000 $\Omega\,\mu$m follow from them by the same sums.

## Computed values

```
light, heavy mass (m_e): 0.15, 1.2
sheet density (cm^-2): 1.0e+13
Fermi energy (meV): 56.42
semi-axis along light axis (1/nm): 0.4713
semi-axis along heavy axis (1/nm): 1.3331
modes per um, light transport: 424.3
modes per um, heavy transport: 150.0
conductance quantum 2e^2/h (uS): 77.481
G/W light (mS/um): 32.88
G/W heavy (mS/um): 11.62
ballistic R*W light (ohm um): 30.42
ballistic R*W heavy (ohm um): 86.03
ballistic ratio, formula: 2.82843
ballistic ratio, state counting: 2.82843
diffusive ratio, common tau: 8.0000
temperature (K), kT (meV): 300, 25.85
chemical potential at 300 K (meV): 53.33
G/W light at 300 K (mS/um): 29.40
G/W heavy at 300 K (mS/um): 10.39
ratio at 300 K: 2.82843
modes in 2000 nm ribbon: 849, 300
ratio in 2000 nm ribbon: 2.830
modes in 50 nm ribbon: 21, 7
ratio in 50 nm ribbon: 3.000
two-band gap (eV): 1.0
two-band Fermi energy (meV): 55.29
two-band ratio: 2.753
channel length (nm): 10
mobility light, heavy (cm2/Vs): 300.0, 37.5
relaxation time (fs): 25.6
diffusive R*W light (ohm um): 20.81
diffusive R*W heavy (ohm um): 166.44
ratio with scattering: 4.93
extra contact R*W, total (ohm um): 200
ratio with extra contacts only: 1.24
ratio with scattering and contacts: 1.80
film thickness (nm), out-of-plane mass: 2.0, 0.3
second subband above first (eV): 0.94
off-state barrier (eV): 0.3
tunnelling factor light: 3.6e-10
tunnelling factor heavy: 2.0e-27
thermal factor at 300 K: 9.1e-06
```
